# Intensity and Height Ratios of the Mollow Triplet, part 1

(Sections cited here and not found follow in the second part.)

## The situation

A single quantum dot, atom or molecule is driven by a narrow laser tuned to one of its transitions, and the scattered light is sent through a high-resolution spectrometer. Under weak driving, and with spontaneous emission as the only damping, nearly all the light comes out at the laser frequency. Under strong driving three lines appear: one at the laser frequency and one on either side, displaced by the Rabi frequency. This is the Mollow triplet. We ask how the light is shared among the lines, and how tall they are.

For strong driving the central line carries twice the integrated intensity of each sideband and is three times as high. This statement needs conditions:

- The emitter is a two-level system driven exactly on resonance.
- Its only damping is spontaneous emission.
- The sharp elastic line at the laser frequency is not counted.
- The spectrometer does not broaden the lines.
- The ratios 2 and 3 are limits, reached as the Rabi frequency becomes large compared with the decay rate.

## Emitter, laser and radiation field

Let $|g\rangle$ and $|e\rangle$ be the ground and excited states, and define

$$\sigma=|g\rangle\langle e|,\qquad \sigma_z=|e\rangle\langle e|-|g\rangle\langle g| .$$

Direct multiplication gives the relations needed below:

$$[\sigma^\dagger,\sigma]=\sigma_z,\quad [\sigma,\sigma_z]=2\sigma,\quad [\sigma^\dagger,\sigma_z]=-2\sigma^\dagger,\quad \sigma_z\sigma=-\sigma,\quad \sigma^\dagger\sigma_z=-\sigma^\dagger .$$

We work in the frame rotating at the laser frequency $\omega_L$, and $\nu=\omega-\omega_L$ denotes a frequency measured from the laser. The laser is a classical field. We keep the terms that are slow in this frame and drop those rotating near $2\omega_L$ (the rotating-wave approximation). With the phase of the field chosen to make the Rabi frequency $\Omega$ real and positive, the drive is $\hbar\Omega(\sigma+\sigma^\dagger)/2$.

The emitted light goes into a continuum of modes $b_\nu$ with $[b_\nu,b_{\nu'}^\dagger]=\delta(\nu-\nu')$, initially empty. The coupling is taken as independent of frequency, because the triplet is very narrow compared with the optical frequency. The Hamiltonian is

$$\frac{H}{\hbar}=\frac{\Omega}{2}(\sigma+\sigma^\dagger)+\int\nu\,b_\nu^\dagger b_\nu\,d\nu+\sqrt{\frac{\Gamma}{2\pi}}\int(\sigma^\dagger b_\nu+b_\nu^\dagger\sigma)\,d\nu .$$

The constant $\Gamma$ will turn out to be the decay rate of the excited population. The integrals run over all $\nu$, which is the Markov approximation.

## Eliminating the field

The Heisenberg equation of a mode is $\dot b_\nu=-i\nu b_\nu-i\sqrt{\Gamma/2\pi}\,\sigma$. Its solution from an early time $t_0$ is

$$b_\nu(t)=e^{-i\nu(t-t_0)}b_\nu(t_0)-i\sqrt{\frac{\Gamma}{2\pi}}\int_{t_0}^{t}e^{-i\nu(t-t')}\sigma(t')\,dt' .$$

The emitter sees the combination $B=(2\pi)^{-1/2}\int b_\nu\,d\nu$. In the second term the integral over $\nu$ produces $2\pi\delta(t-t')$. The time integral ends at the peak of this symmetric function and takes half of it. Therefore

$$B(t)=b_{\rm in}(t)-\frac{i\sqrt\Gamma}{2}\,\sigma(t),\qquad b_{\rm in}(t)=\frac{1}{\sqrt{2\pi}}\int e^{-i\nu(t-t_0)}b_\nu(t_0)\,d\nu .$$

The incoming field obeys $[b_{\rm in}(t),b_{\rm in}^\dagger(t')]=\delta(t-t')$. It gives zero when it acts on the initial state, since the modes start empty.

For any emitter operator $A$ the Heisenberg equation reads

$$\dot A=\frac{i\Omega}{2}[\sigma+\sigma^\dagger,A]+i\sqrt\Gamma\left([\sigma^\dagger,A]B+B^\dagger[\sigma,A]\right).$$

At equal times $B$ commutes with emitter operators, so we were free to put $B$ on the right and $B^\dagger$ on the left. Inserting $B$ gives $i\sqrt\Gamma\,(-i\sqrt\Gamma/2)=\Gamma/2$ in the first term. Inserting $B^\dagger=b_{\rm in}^\dagger+(i\sqrt\Gamma/2)\sigma^\dagger$ gives $-\Gamma/2$ in the second:

$$\dot A=\frac{i\Omega}{2}[\sigma+\sigma^\dagger,A]+\frac{\Gamma}{2}\left([\sigma^\dagger,A]\sigma-\sigma^\dagger[\sigma,A]\right)+i\sqrt\Gamma\left([\sigma^\dagger,A]b_{\rm in}+b_{\rm in}^\dagger[\sigma,A]\right).$$

In an expectation value the last bracket vanishes: $b_{\rm in}$ stands on the right and acts on the empty field, and $b_{\rm in}^\dagger$ does so on the left.

## Equations for the mean values

For $A=\sigma$ the drive gives $(i\Omega/2)\sigma_z$ and the damping gives $(\Gamma/2)\sigma_z\sigma=-(\Gamma/2)\sigma$. For $A=\sigma_z$ the drive gives $(i\Omega/2)(2\sigma-2\sigma^\dagger)$. The two damping terms are each $-\Gamma\sigma^\dagger\sigma$, and $2\sigma^\dagger\sigma=1+\sigma_z$. Hence

$$\frac{d\langle\sigma\rangle}{dt}=-\frac{\Gamma}{2}\langle\sigma\rangle+\frac{i\Omega}{2}\langle\sigma_z\rangle,\qquad
\frac{d\langle\sigma_z\rangle}{dt}=-\Gamma(\langle\sigma_z\rangle+1)+i\Omega\langle\sigma-\sigma^\dagger\rangle .$$

With $\Omega=0$ the second equation makes the excited population decay at rate $\Gamma$, as announced.

It helps to split the dipole into two Hermitian parts,

$$X=\sigma+\sigma^\dagger,\qquad Y=i(\sigma-\sigma^\dagger),\qquad \sigma=\tfrac12(X-iY).$$

The drive terms in $\dot\sigma$ and $\dot\sigma^\dagger$ are opposite. They cancel in $X$, while in $Y$ they add to $i\cdot i\Omega\sigma_z=-\Omega\sigma_z$. Thus

$$\dot{\langle X\rangle}=-\frac{\Gamma}{2}\langle X\rangle,\qquad
\dot{\langle Y\rangle}=-\frac{\Gamma}{2}\langle Y\rangle-\Omega\langle\sigma_z\rangle,\qquad
\dot{\langle\sigma_z\rangle}=-\Gamma(\langle\sigma_z\rangle+1)+\Omega\langle Y\rangle .$$

The structure of the triplet is already visible. $X$ commutes with the drive and relaxes without oscillating, so it can produce a line at the laser frequency. $Y$ and $\sigma_z$ rotate into each other at about $\Omega$, so they can produce sidebands.

## Steady state and elastic light

Write $y=\langle Y\rangle$, $w=\langle\sigma_z\rangle$ and $p=\langle\sigma^\dagger\sigma\rangle=(1+w)/2$ in the steady state. The first equation gives $\langle X\rangle=0$. The second gives $w=-\Gamma y/(2\Omega)$. Inserting this in the third,

$$-\Gamma+\frac{\Gamma^2y}{2\Omega}+\Omega y=0 .$$

Multiplication by $2\Omega$ gives $y(\Gamma^2+2\Omega^2)=2\Omega\Gamma$. The third equation also says $1+w=\Omega y/\Gamma$. With the abbreviation $D=\Gamma^2+2\Omega^2$,

$$y=\frac{2\Omega\Gamma}{D},\qquad p=\frac{\Omega^2}{D},\qquad \langle\sigma\rangle=-\frac{iy}{2},\qquad \langle\sigma^\dagger\rangle=\frac{iy}{2}.$$

A steady mean dipole radiates exactly at the laser frequency. Its share of the emitted light is

$$\frac{|\langle\sigma\rangle|^2}{p}=\frac{y^2/4}{p}=\frac{\Omega^2\Gamma^2}{D^2}\,\frac{D}{\Omega^2}=\frac{\Gamma^2}{\Gamma^2+2\Omega^2}.$$

For weak driving this share tends to one. For strong driving it falls as $\Gamma^2/(2\Omega^2)$, the population saturates at one half, and nearly all the light comes from fluctuations of the dipole.

## What the spectrometer records

The spectrum is the rate at which photons collect in mode $\nu$. In $\langle b_\nu^\dagger b_\nu\rangle$ the initially empty part of $b_\nu$ contributes nothing. The solution found above then gives, after a long time $T$,

$$\langle b_\nu^\dagger b_\nu\rangle=\frac{\Gamma}{2\pi}\int_0^T\!\!dt'\int_0^T\!\!dt''\,e^{i\nu(t''-t')}\langle\sigma^\dagger(t')\sigma(t'')\rangle .$$

In the steady state the average depends on $\tau=t''-t'$ alone. The region $\tau<0$ gives the complex conjugate of the region $\tau>0$. The remaining integral over $t'$ supplies a factor $T$, up to end effects that do not grow with $T$. The counting rate per unit frequency is therefore $\Gamma$ times

$$\frac{1}{\pi}\,{\rm Re}\int_0^\infty e^{i\nu\tau}\langle\sigma^\dagger(0)\sigma(\tau)\rangle\,d\tau .$$

The correlation tends to $|\langle\sigma\rangle|^2$ at long delay. This constant transforms into $|\langle\sigma\rangle|^2\delta(\nu)$, the elastic line. The incoherent spectrum is what remains:

$$S(\nu)=\frac1\pi\,{\rm Re}\int_0^\infty e^{i\nu\tau}C(\tau)\,d\tau,\qquad C(\tau)=\langle\sigma^\dagger(0)\sigma(\tau)\rangle-|\langle\sigma\rangle|^2 .$$

Its area is $C(0)=p-y^2/4$. Since the lines differ in frequency by a tiny fraction of $\omega_L$, ratios of photon numbers and ratios of energies are the same for our purpose.

## Why correlations obey the same equations

We need $\langle\sigma^\dagger(0)A(\tau)\rangle$ for $\tau>0$. Multiply the operator equation for $A(\tau)$ from the left by $\sigma^\dagger(0)$ and average. The term with $b_{\rm in}(\tau)$ on the right vanishes as before. In the other noise term $b_{\rm in}^\dagger(\tau)$ stands between $\sigma^\dagger(0)$ and the emitter operators at $\tau$. The operator $\sigma^\dagger(0)$ depends on the incoming field at times before zero, and $b_{\rm in}^\dagger(\tau)$ commutes with that earlier field. It can be moved to the far left, where it also gives zero.

The correlations thus obey the equations of the mean values. Subtracting the product of steady means removes the constant term $-\Gamma$ from the $\sigma_z$ equation. For

$$C_A(\tau)=\langle\sigma^\dagger(0)A(\tau)\rangle-\langle\sigma^\dagger\rangle\langle A\rangle$$

the equations are linear and homogeneous. This is the quantum regression theorem for our model.

## Initial values

Since $\sigma^\dagger\sigma^\dagger=0$ and $\langle X\rangle=0$, we have $C_X(0)=p$. For $Y$,

$$C_Y(0)=i\langle\sigma^\dagger\sigma\rangle-\frac{iy}{2}\,y=i\left(p-\frac{y^2}{2}\right).$$

For $\sigma_z$ we use $\sigma^\dagger\sigma_z=-\sigma^\dagger$ and $1+w=2p$:

$$C_{\sigma_z}(0)=-\langle\sigma^\dagger\rangle(1+w)=-\frac{iy}{2}\,2p=-ipy .$$

Real functions are convenient, so put $u=-iC_Y$ and $v=-iC_{\sigma_z}$. Then

$$C=\tfrac12(C_X+u),\qquad u(0)=p-\frac{y^2}{2}\equiv a,\qquad v(0)=-py .$$

Inserting the steady values,

$$a=\frac{\Omega^2}{D}-\frac{2\Omega^2\Gamma^2}{D^2}=\frac{\Omega^2(2\Omega^2-\Gamma^2)}{D^2}.$$

## Time dependence

The $X$ part is $C_X=p\,e^{-\Gamma\tau/2}$. The other two obey

$$\dot u=-\frac\Gamma2u-\Omega v,\qquad \dot v=\Omega u-\Gamma v .$$

A solution proportional to $e^{\lambda\tau}$ requires $(\lambda+\Gamma/2)(\lambda+\Gamma)+\Omega^2=0$, so

$$\lambda=-\frac{3\Gamma}{4}\pm\sqrt{\frac{9\Gamma^2}{16}-\frac{\Gamma^2}{2}-\Omega^2}=-\frac{3\Gamma}{4}\pm i\Omega',\qquad \Omega'=\sqrt{\Omega^2-\frac{\Gamma^2}{16}} .$$

We take $\Omega>\Gamma/4$, which makes $\Omega'$ real. Then $u=e^{-3\Gamma\tau/4}(a\cos\Omega'\tau+b\sin\Omega'\tau)$. The constant $b$ follows from the slope at $\tau=0$. The solution has slope $-3\Gamma a/4+\Omega'b$, and the equation of motion demands $-\Gamma a/2+\Omega py$. Hence

$$b=\frac{1}{\Omega'}\left(\frac{\Gamma a}{4}+\Omega py\right).$$

## The three lines

We use $\int_0^\infty e^{i\nu\tau-h\tau}d\tau=1/(h-i\nu)=(h+i\nu)/(h^2+\nu^2)$ and

$$a\cos\Omega'\tau+b\sin\Omega'\tau=\tfrac12(a-ib)e^{i\Omega'\tau}+\tfrac12(a+ib)e^{-i\Omega'\tau}.$$

The second exponential peaks at $\nu=+\Omega'$, the first at $\nu=-\Omega'$. Write $h=3\Gamma/4$ and $\delta_\pm=\nu\mp\Omega'$. Taking real parts,

$$S(\nu)=\frac{p}{2\pi}\frac{\Gamma/2}{(\Gamma/2)^2+\nu^2}+\frac{1}{4\pi}\frac{ah-b\delta_+}{h^2+\delta_+^2}+\frac{1}{4\pi}\frac{ah+b\delta_-}{h^2+\delta_-^2}.$$

The central line is a Lorentzian of area $p/2$ and half-width $\Gamma/2$. Each sideband has a Lorentzian part of area $a/4$ and half-width $3\Gamma/4$, and an antisymmetric part proportional to $b$, which is small for strong driving.

This formula was tested by a calculation that does not use the regression theorem. A second two-level system, acting as a tunable detector of full linewidth $0.5\,\Gamma$, was coupled to the emitter with the weak strength $10^{-3}\,\Gamma$ at $\Omega=4\Gamma$. Its steady population at four frequencies agreed with the broadened formula, elastic light included, to a relative error of $3.2\times10^{-6}$.

# Second half: the ratios, their meaning and their limits

## Symbols and results carried over

The emitter is driven on resonance with Rabi frequency $\Omega$, and its excited population decays at rate $\Gamma$. Frequency $\nu$ is measured from the laser. With $D=\Gamma^2+2\Omega^2$, the excited population is $p=\Omega^2/D$ and the mean dipole is $\langle\sigma\rangle=-iy/2$ with $y=2\Omega\Gamma/D$. The incoherent spectrum has a central line of area $p/2$ and half-width $\Gamma/2$. Its sidebands at $\pm\Omega'$, with $\Omega'=\sqrt{\Omega^2-\Gamma^2/16}$, have area $a/4$ and half-width $h=3\Gamma/4$, where $a=\Omega^2(2\Omega^2-\Gamma^2)/D^2$. Their antisymmetric parts have strength $b=(\Gamma a/4+\Omega py)/\Omega'$.

## Integrated intensities

The ratio of the central area to that of one sideband is

$$\frac{p/2}{a/4}=\frac{2p}{a}=\frac{2D}{2\Omega^2-\Gamma^2}=2\,\frac{2\Omega^2+\Gamma^2}{2\Omega^2-\Gamma^2}\;\longrightarrow\;2\qquad(\Omega\gg\Gamma).$$

The approach is from above, with relative excess $\Gamma^2/\Omega^2$ to leading order. Here the area of a sideband means that of its Lorentzian part. The antisymmetric part has no net area when integrated symmetrically about its centre. For $2\Omega^2<\Gamma^2$ the coefficient $a$ is negative, and the "area of a sideband" has lost its meaning as a share of the light.

One can also integrate the spectrum over frequency windows. At $\Omega=200\,\Gamma$ the window $|\nu|<100\,\Gamma$ holds 2.004 times the light found between $100\,\Gamma$ and $300\,\Gamma$. The Lorentzian tails that cross the window edges affect this number as well as the finite drive.

## Peak heights

A Lorentzian of area $W$ and half-width $q$ has height $W/(\pi q)$. For strong driving $p\to1/2$ and $a\to1/2$, so the areas are $1/4$ and $1/8$, and

$$S_{\rm centre}\to\frac{1/4}{\pi\Gamma/2}=\frac{1}{2\pi\Gamma},\qquad
S_{\rm side}\to\frac{1/8}{3\pi\Gamma/4}=\frac{1}{6\pi\Gamma},\qquad
\frac{S_{\rm centre}}{S_{\rm side}}\to3 .$$

The 3 is the product of an area ratio of 2 and a width ratio of $3/2$.

## How fast the limit is reached

Let $\epsilon=\Gamma/\Omega$ be small. To the order needed,

$$p\simeq\tfrac12\left(1-\tfrac12\epsilon^2\right),\qquad a\simeq\tfrac12\left(1-\tfrac32\epsilon^2\right),\qquad y\simeq\epsilon,\qquad b\simeq\tfrac18\epsilon+\tfrac12\epsilon=\tfrac58\epsilon .$$

We have derived the incoherent spectrum and shown that, for strong driving, the central line has twice the area of each sideband and three times its height. It remains to find how fast the height ratio reaches its limit, to explain the factors through the dressed states, and to see how detuning, dephasing, finite resolution and phonons change the ratios, with a quantum dot as example.
